# White edge-detection noise in line-edge roughness: spectral floor and variance correction

A scanning electron microscope finds the edge of a printed line row by row, and each row carries a detection error. If the scatter of the detected positions is taken for the roughness of the line, the errors are counted as roughness. In the model worked out below, an edge whose rms roughness within the image is 1.47 nm is reported as 1.78 nm, which is 21% too large. Averaging over more lines does not help, because the excess is in the mean and not in the scatter about it. The excess can be removed if the noise can be told apart from the edge, and the power spectrum offers a way to do so.

Let the edge be sampled at $N$ rows of pitch $d$, so that the length is $L=Nd$. In row $n=0,\dots,N-1$ the detected position is

$$x_n=w_n+e_n ,$$

where $w_n$ is the true edge and $e_n$ the detection error. The true edge is a stationary random sequence with variance $\sigma^2$, measured from its ensemble mean. Angle brackets denote an average over many edges and their errors. The errors are assumed to satisfy

$$\langle e_n\rangle=0,\qquad \langle e_ne_m\rangle=s^2\delta_{nm},\qquad \langle w_ne_m\rangle=0 .$$

The second condition is what "white" means here. The third is separate from it: the error must also be uncorrelated with the edge. Errors of zero mean and equal variance that are independent of one another and of the edge fulfil all three, and no Gaussian distribution is required.

With $\theta_k=2\pi k/N$, define the transform and the two-sided power spectrum by

$$X_k=\sum_{n=0}^{N-1}(x_n-\bar x)\,e^{-i\theta_kn},\qquad P_k=\frac dN|X_k|^2 ,$$

where $\bar x$ is the mean of the $N$ positions. The spectrum has the unit nm³. Removing $\bar x$ makes $X_0=0$ and changes nothing at $k\neq0$, since $\sum_n e^{-i\theta_kn}=0$ there. For $k\ne0$ we can therefore write $X_k=W_k+E_k$, with $W_k$ and $E_k$ the plain transforms of $w_n$ and $e_n$. Squaring gives

$$|X_k|^2=|W_k|^2+|E_k|^2+2\,\mathrm{Re}\,(W_kE_k^*) .$$

The last term averages to zero, because $\langle W_kE_k^*\rangle$ is a sum of terms proportional to $\langle w_ne_m\rangle$. In the noise term the double sum collapses:

$$\langle|E_k|^2\rangle=\sum_{n,m}\langle e_ne_m\rangle e^{-i\theta_k(n-m)}
=s^2\sum_{n}1=Ns^2 .$$

The phase factor is 1 wherever $n=m$, so no dependence on $k$ survives. Multiplication by $d/N$ yields

$$\langle P_k\rangle=\langle P_k^{w}\rangle+F,\qquad F=d\,s^2\qquad(k\neq0),$$

where $P_k^w$ is the spectrum of the true edge. This is the constant floor. If the error variance differs from row to row, $Ns^2$ is replaced by $\sum_ns_n^2$. The floor stays flat, and $s^2$ becomes the average of $s_n^2$ over the rows.

The variance follows from Parseval's relation, $\sum_k|X_k|^2=N\sum_n(x_n-\bar x)^2$. With the sample variance defined with divisor $N$,

$$V=\frac1N\sum_n(x_n-\bar x)^2=\frac1{N^2}\sum_{k\ne0}|X_k|^2=\frac1{L}\sum_{k\neq0}P_k .$$

The last step uses $|X_k|^2=NP_k/d$. There are $N-1$ nonzero frequencies, and each contributes the floor $F$, so

$$\langle V\rangle=\langle V_w\rangle+\frac{(N-1)\,d s^2}{Nd}
=\langle V_w\rangle+B s^2,\qquad B=1-\frac1N ,$$

where $V_w$ is the sample variance of the true edge. The corrected variance is

$$V_{\rm corr}=V-B\,\frac Fd ,\qquad \langle V_{\rm corr}\rangle=\langle V_w\rangle .$$

The missing fraction $1/N$ is the part of the noise that moves the mean position and is removed with it. For large $N$ the rule becomes the subtraction of $s^2$. At fixed $s$, a finer pitch lowers the floor in proportion to $d$ but widens the frequency range $1/d$ by the same factor, so the noise variance does not change. In a one-sided spectrum, where the equal ordinates at $k$ and $N-k$ are added, the floor between zero and the Nyquist frequency is $2ds^2$. Dividing that value by $d$ would subtract the noise twice.

The correction acts on variances, not on rms values. It is also a statement about means: for one edge, $V$ may happen to lie below $BF/d$, and $V_{\rm corr}$ is then negative. Such values have to be kept when edges are averaged, since replacing them by zero can only raise the average. The square root is best taken after averaging, because the mean of square roots does not exceed the square root of the mean.

The quantity recovered is the variance within the window, which is smaller than $\sigma^2$. Undulations much longer than $L$ mostly shift the whole edge and disappear with $\bar x$. To find the size of this loss, take an exponential covariance with correlation length $\xi$,

$$\langle w_nw_m\rangle=\sigma^2a^{|n-m|},\qquad a=e^{-d/\xi}.$$

A row distance $m$ occurs for $N-|m|$ ordered pairs, so $\langle|W_k|^2\rangle=N\sigma^2g_k$ with

$$g_k=\sum_{|m|<N}\Big(1-\frac{|m|}N\Big)a^{|m|}e^{-i\theta_km}=2\,\mathrm{Re}\,S-1,\qquad S=\sum_{m=0}^{N-1}\Big(1-\frac mN\Big)q^m ,$$

and $q=a\,e^{-i\theta_k}$. The $-1$ removes the double counting of $m=0$. The two sums needed are the geometric series and $q$ times its derivative:

$$\sum_{m=0}^{N-1} q^m=\frac{1-q^N}{1-q},\qquad \sum_{m=0}^{N-1} mq^m=\frac{q(1-q^N)}{(1-q)^2}-\frac{Nq^N}{1-q}.$$

On forming $S$, the terms with $q^N/(1-q)$ cancel, which leaves

$$S=\frac1{1-q}-\frac{q(1-q^N)}{N(1-q)^2}.$$

Since $q^N=a^N$ and $2\,\mathrm{Re}\,(1-q)^{-1}-1=(1-a^2)/|1-q|^2$,

$$g_k=\frac{1-a^2}{|1-q|^2}-\frac{2(1-a^N)}N\,\mathrm{Re}\,\frac q{(1-q)^2}.$$

For $k\ne0$ the true edge has $\langle P_k^w\rangle=d\sigma^2g_k$. At $k=0$ the same sum gives the variance of the mean, $\langle\bar w^2\rangle=\langle|W_0|^2\rangle/N^2=\sigma^2g_0/N$. Because $V_w=N^{-1}\sum_nw_n^2-\bar w^2$,

$$\langle V_w\rangle=A\sigma^2,\qquad A=1-\frac{g_0}N .$$

For $d\ll\xi\ll L$, $g_0\approx2\xi/d$, and the lost fraction is about $2\xi/L$. It does not depend on the noise, and no noise correction restores it.

Take the round model parameters $\sigma=1.5$ nm, $\xi=20$ nm, $s=1$ nm, $d=2$ nm and $N=512$, so that $L=1024$ nm. The floor is $F=2\times1^2=2$ nm³. The formulas give $a=0.9048$, $g_0=19.63$ and $A=1-19.63/512=0.9617$. The variances are then

$$\langle V_w\rangle=0.9617\times2.25=2.164\ \text{nm}^2,\qquad
\langle V\rangle=2.164+0.998=3.162\ \text{nm}^2 .$$

Their square roots are the 1.47 nm and 1.78 nm quoted at the start. The finite window removes 0.086 nm² and the noise adds 0.998 nm². At the lowest frequency, $k=1$, the floor raises the mean spectrum from 87.1 to 89.1 nm³, a change of 2%. At the Nyquist frequency, $k=N/2$, it raises it from 0.23 to 2.23 nm³, almost tenfold. The noise is thus most visible at high frequency, although it is present equally at all nonzero frequencies.

This suggests reading $F$ from the high-frequency end of the measured spectrum. The reading contains some real roughness, however. If $\bar g$ is the average of $g_k$ over the chosen band, the mean reading is

$$\frac{\langle F_{\rm band}\rangle}d=s^2+\sigma^2\bar g ,$$

and its subtraction leaves

$$\Big\langle V-B\frac{F_{\rm band}}d\Big\rangle=A\sigma^2+Bs^2-Bs^2-B\sigma^2\bar g=(A-B\bar g)\,\sigma^2 .$$

Since $\bar g>0$, too much is removed. For the band $k=193$ to $256$, the top quarter of the positive frequencies, $\bar g=0.0536$. The excess subtraction is $0.998\times2.25\times0.0536=0.120$ nm², which leaves 2.043 nm² instead of 2.164 nm². The error is 5.6% of the window variance and has the opposite sign to the error being corrected.

Part of this residual roughness is folded into the band by sampling. In the long-window limit, setting $q=-a$ gives the Nyquist value

$$d\sigma^2\,\frac{1-a}{1+a}=d\sigma^2\tanh\frac d{2\xi}=0.225\ \text{nm}^3 .$$

The continuous edge with the same covariance has the Lorentzian spectrum $2\sigma^2\xi/[1+(2\pi f\xi)^2]$. At $f=1/(2d)=0.25$ nm⁻¹ this equals only 0.091 nm³. Sampling adds the values at all frequencies $f+j/d$ with integer $j$, and the sum of these aliases is 0.225 nm³. An estimate from the unfolded Lorentzian would therefore miss more than half of the roughness at this point. This holds when each row samples the edge at a point, as the covariance $\sigma^2a^{|n-m|}$ assumes. In a real microscope a row averages the edge over the pixel and the beam spot, which damps the aliases. Averaging uniformly over one pitch multiplies each term by $[\sin(\pi f'd)/(\pi f'd)]^2$, with $f'=f+j/d$, and the sum falls to 0.075 nm³, below the unfolded value. The covariance of the rows is then no longer exactly exponential.

If the covariance is known to be exponential and $\xi$ is known, the bias can be undone:

$$\sigma^2=\frac{\langle V\rangle-B\langle F_{\rm band}\rangle/d}{A-B\bar g}
=\frac{2.043}{0.9617-0.0535}=2.25\ \text{nm}^2 .$$

This also restores the variance lost to the finite window, but it rests on the model. Its limit is instructive. When $\xi\ll d$, $a\to0$ and $g_k\to1$ at every $k$, so that $A\to B$ and $\bar g\to1$. The denominator vanishes. An edge that is itself uncorrelated from row to row has a flat spectrum, and the spectrum of one scan cannot separate it from white detection noise.

Two scans of the same edge can separate them, provided that the edge has not changed between the scans, the images are aligned and the two sets of errors are uncorrelated with each other. Write $x_n^{(1)}=w_n+e_n^{(1)}$ and $x_n^{(2)}=w_n+e_n^{(2)}$. In the cross-spectrum every term containing an error averages to zero, so that for $k\neq0$

$$\frac dN\,\big\langle\mathrm{Re}\,X_k^{(1)}X_k^{(2)*}\big\rangle=\langle P_k^w\rangle .$$

There is no floor. In the difference $x_n^{(1)}-x_n^{(2)}=e_n^{(1)}-e_n^{(2)}$ the edge cancels. If the error variance is $s^2$ in both scans, the two variances add to $2s^2$. Half the sample variance of the difference therefore averages to $Bs^2$, which is the required correction, with no assumption about the shape of the roughness spectrum. The same addition applies to the width of a line, $x^{R}_n-x^{L}_n$. If the errors of its two edges are uncorrelated with each other and have equal variance, the width spectrum has the floor $2ds^2$, and the variance correction is $2Bs^2$.

A simulation shows how these averages emerge from finite data. I generated 4000 Gaussian edges with the stated covariance by multiplying independent normal numbers by a Cholesky factor of the covariance matrix. Each edge was scanned twice, with errors distributed uniformly between $-\sqrt3\,s$ and $\sqrt3\,s$. The uncertainties below are standard errors from the scatter between edges. The spectrum of the first scan minus that of its true edge averages $1.98\pm0.06$ nm³ over $k=1$ to 16, $2.007\pm0.005$ nm³ over $k=65$ to 128 and $2.005\pm0.004$ nm³ over $k=193$ to 256. These values agree with a flat floor of 2 nm³.

The larger uncertainty at low frequency comes mainly from the cross term. The low band also contains only 16 frequencies instead of 64, but this accounts for a factor of only about $\sqrt{64/16}=2$. For a fixed edge and $0<k<N/2$, $\langle E_k^2\rangle=s^2\sum_ne^{-2i\theta_kn}=0$. The variance of $2\,\mathrm{Re}(W_kE_k^*)$ is then $2|W_k|^2Ns^2$, and multiplication by $(d/N)^2$ turns it into $2P_k^wF$. The cross term has zero mean, but its scatter grows with the roughness spectrum.

The variances from the simulation, in nm², are as follows.

| Quantity | Expected | Simulated |
|---|---|---|
| Raw variance | 3.162 | 3.160 ± 0.007 |
| Corrected with two scans | 2.164 | 2.160 ± 0.007 |
| Corrected with high-band floor | 2.043 | 2.038 ± 0.007 |
| $\sigma^2$ recovered with known $\xi$ | 2.250 | 2.245 ± 0.008 |

A standard error of 0.007 nm² for 4000 edges corresponds to a scatter of $0.007\sqrt{4000}\approx0.4$ nm² for one edge. The correction removes the bias of 1 nm² but leaves this scatter, so a single edge of this length gives only a rough value.

The floor is in general no longer flat when the errors of neighbouring rows are correlated. Suppose that the error in each row is replaced by the average over three rows, as happens when the detected positions are smoothed along the line. The variance falls to $s^2/3$. The covariances at row distances 0, 1 and 2 are $3s^2/9$, $2s^2/9$ and $s^2/9$, so for a long record the noise spectrum is

$$\frac{ds^2}9\,(3+4\cos\theta_k+2\cos2\theta_k)=ds^2\left(\frac{1+2\cos\theta_k}3\right)^2 .$$

At the Nyquist frequency, $\cos\theta_k=-1$, and the value is $ds^2/9$. In the example, the noise contributes only 0.11 nm² to a floor read there and divided by $d$, whereas the smoothed errors have a variance of 0.33 nm². Leaving aside the small residual roughness that the reading also contains, two thirds of the noise would remain after the subtraction. The smoothing also attenuates the true roughness, which is a further reason to determine the noise before any smoothing along the edge.

The other condition fails when the error depends on the edge. A scale error $c$ in the coordinate across the line gives $e_n=cw_n+\eta_n$, with $\eta_n$ white, of variance $s^2$ and uncorrelated with $w_n$. The detected position is $(1+c)w_n+\eta_n$, and

$$\langle P_k\rangle-\langle P_k^w\rangle=(2c+c^2)\langle P_k^w\rangle+ds^2 .$$

The excess now follows the roughness spectrum and can be negative. For $c=-0.1$ the factor is $-0.19$, and the expected excess over $k=1$ to 16 is $-7.1$ nm³ instead of $+2$ nm³. Subtracting the white part $ds^2$ leaves the factor $(1+c)^2=0.81$ on the variance. Comparing two scans does not reveal this error if $c$ is the same in both, because $cw_n$ cancels in their difference. The scale across the line has to be calibrated separately.
